Second-Order Valley-Transfer Piezoresistance of Nondegenerate n-Type Silicon under [001] Stress, part 2

A stress X along [001], called z, changes the resistance R of n-type silicon by moving electrons among six conduction-band valleys, which lie in pairs on the cubic axes. X is the load divided by the unstressed area, positive in tension. The model takes strain linear in stress, valley energies linear in strain, a fixed number of nondegenerate electrons, and fixed masses and mobilities within each valley.

A valley has mass m_l and mobility μ_l along its own axis, m_t and μ_t across it. The mean mobility M is M_z along the stress, M_x across it and M_0 without stress. R_0 is the unstressed resistance, e the elementary charge and k_B T the thermal energy. The valley splitting is Δ = E_z − E_x, with Ξ_u the uniaxial deformation potential and C11, C12 the stiffnesses. The strain is S11 X along the stress and S12 X across it.

With K = μ_t/μ_l, a = (K − 1)/(2K + 1), δ = Δ/(k_B T) = sX and s = Ξ_u/[(C11 − C12) k_B T], the coefficients in R/R_0 = 1 + AX + BX² + O(X³) are, for current along (L) and across (T) the stress,

A_L = −(2a/3)s + 2S11

B_L = (a/9)(1 + 4a)s² − (4a/3)S11 s + S11²

A_T = (a/3)s + 2S12

B_T = −(a/18)(1 − 2a)s² + (2a/3)S12 s + S12².

In the s² terms of B, the part linear in a is the population part and the part in a² the inversion part, which arises because resistance is inverse to mobility. The remaining terms are the shape part. Without shape terms, the linear and quadratic longitudinal changes r_1 and r_2 obey

r_2 = (a/9)(1 + 4a)δ² = [(1 + 4a)/(4a)] r_1².

The z pair's share w of the electrons is 1/3 without stress. Its derivatives with respect to δ are

w′ = −w(1 − w) = −w + w²

w″ = (−1 + 2w) w′ = w(1 − w)(1 − 2w).

In the opening example, 100 MPa of tension lowers a longitudinal gauge's resistance by 6.98%, and equal compression raises it by 9.23%. A linear law reads these as 87 and 115 MPa.

## Size of the correction and limits of the expansion

The second half uses these symbols and results. X is the stress along [001], positive in tension. K = μ_t/μ_l is the mobility ratio within a valley, and a = (K − 1)/(2K + 1). The valley splitting in units of k_B T is δ = sX, with s = Ξ_u/[(C11 − C12)k_B T]. The z pair holds the share w = 1/(1 + 2e^δ) of the electrons, and u = a(3w − 1). The resistance is R/R_0 = (1 + strain along the current)² × M_0/M, with M_0/M_z = 1/(1 − u) along the stress and M_0/M_x = 1/(1 + u/2) across it. To second order R/R_0 = 1 + AX + BX², and the valley-transfer parts of B are (a/9)(1 + 4a)s² along and −(a/18)(1 − 2a)s² across.

Consider a phosphorus-doped resistor at 300 K with 10¹⁶ donors per cm³. It is 100 µm long and has a section of 10 µm by 2 µm. Rough values for silicon are masses of 0.92 and 0.19 free-electron masses, Ξ_u = 9.0 eV, C11 = 166 GPa and C12 = 64 GPa. A single relaxation time of 0.18 ps is assigned to all electrons. The mobility ratio then equals the mass ratio, K = 0.92/0.19 = 4.84, and

a = 3.842/10.684 = 0.3596.

The mean mobility is 1226 cm²/Vs and the resistivity 0.509 Ω cm. With a length of 0.01 cm and a section of 2 × 10⁻⁷ cm², the unstressed resistance is 25.46 kΩ.

The stiffness difference is 102 GPa and k_B T is 25.85 meV, so

s = 9.0 eV/(102 GPa × 0.02585 eV) = 3.413 per GPa.

At 100 MPa the valleys are split by 8.8 meV, or δ = 0.341. Tension reduces the share of the z pair from 0.333 to 0.262, and compression raises it to 0.413. The second-order expansion reproduces both figures to within 0.001.

Along the stress, the linear coefficient is

A_L = −(2/3)(0.3596)(3.413) + 2(0.00767) = −0.818 + 0.015 = −0.803 per GPa.

In the quadratic coefficient the population part is (a/9)s² = 0.465 per GPa², the inversion part (4a²/9)s² = 0.670 per GPa², and the shape part −0.012 per GPa². Together they give

B_L = 1.12 per GPa².

Inversion thus supplies more of the curvature than the population does. At 100 MPa of tension the linear term is −8.03% and the quadratic term +1.12%. The quadratic term reaches a tenth of the linear one at 72 MPa.

For a second bar of the same size lying along [100], across the stress, the slope is A_T = 0.405 per GPa. The population part of the curvature is −0.233, the inversion part +0.167 and the shape part −0.002, all per GPa², so

B_T = −0.067 per GPa².

The quadratic term at 100 MPa is −0.07%, against a linear term of 4.05%.

The coefficients can be obtained without expanding the population or the mobility. Summing the Boltzmann equation over a grid in k-space, for a bar with deformed edges and a fixed number of electrons, gives the resistance at any stress. Differences of the values at 0, ±20 and ±40 MPa yield curvatures of 1.1225 and −0.0671 per GPa², which agree with the formulas to the digits given. This tests the algebra; the sum rests on the same physical assumptions.

How well does the second order serve at 100 MPa? Along the stress, the full model gives 23.69 kΩ in tension. The linear law gives 23.42 kΩ and the quadratic law 23.71 kΩ. In compression the three values are 27.81, 27.51 and 27.79 kΩ. The linear law is off by 13 to 15% of the resistance change, and the quadratic law by about 1% of it.

The gauge readings of the opening can now be corrected. For a measured relative change r, the equation BX² + AX − r = 0 has the solution that vanishes with r,

X = [−A − √(A² + 4Br)]/(2B) for negative A.

With r = −0.0698 this gives 101 MPa in place of 87, and with r = 0.0923 it gives −101 MPa in place of −115. The remaining error of about 1% comes from the third order.

Across the stress the outcome is different. In tension the full model gives 26.469 kΩ, the linear law 26.495 and the quadratic law 26.478, so the quadratic term helps. In compression the values are 24.426, 24.433 and 24.416 kΩ, and here the quadratic law is slightly worse than the linear one. The third order explains this. From w″ = w − 3w² + 2w³ follows

w‴ = (1 − 6w + 6w²)w′,

which at w = 1/3 is (−1/3)(−2/9) = 2/27. Division by 6 adds δ³/81 to w, and hence

u = −(2a/3)δ + (a/9)δ² + (a/27)δ³ + O(δ⁴).

The transverse series needs one more term, 1/(1 + u/2) = 1 − u/2 + u²/4 − u³/8. At third order −u/2 gives −a/54. The square of u contains 2(−2a/3)(a/9) = −4a²/27, so u²/4 gives −a²/27. The cube of u is −8a³/27, so −u³/8 gives +a³/27. The sum is

cubic coefficient across = −(a/54)(1 + 2a − 2a²).

For δ = 0.341 this amounts to −0.039%, more than half of the quadratic −0.067%. In tension the two have the same sign. In compression the cubic term changes sign and cancels part of the quadratic one, so a law that stops at second order overshoots.

Let q and c be the magnitudes of the quadratic and cubic terms. In compression the linear law errs by q − c and the quadratic law by c, if higher orders are ignored. The quadratic term therefore improves the result as long as c is less than q/2. Without the shape terms this means

|δ| < (3/2)(1 − 2a)/(1 + 2a − 2a²) = 0.29,

or about 85 MPa for this bar. The longitudinal series does not have this difficulty at 100 MPa, because its quadratic term is not the remainder of a near cancellation.

At larger stress any finite polynomial fails, because the transfer saturates. In strong tension the z pair is empty, M_z tends to μ_t, and M_0/M_z tends to (2K + 1)/(3K) = 0.74. In strong compression all electrons are in the z pair, and M_0/M_z tends to (2K + 1)/3 = 3.6. Between these limits it falls steadily as δ increases, since w does. The parabola instead has a minimum where −2a/3 + (2a/9)(1 + 4a)δ = 0, that is, at

δ = 3/(1 + 4a) = 1.23.

For this bar that is a tension of 360 MPa. Beyond it the parabola rises, while the true M_0/M_z of the model goes on falling towards its limit.

An oscillating stress makes the quadratic term visible without any calibration of the slope. If X = X_0 cos ωt varies slowly enough for the electrons to stay in equilibrium at constant temperature, the linear term averages to zero over a cycle and cos² averages to 1/2. The mean resistance then shifts by

⟨R⟩/R_0 − 1 = BX_0²/2.

For the longitudinal bar with X_0 = 100 MPa this is +0.56%. To second order, a gauge under vibration and read at constant current thus shows an offset that looks like a small steady compression, here of about 7 MPa. At constant voltage the current averages 1/R, B is replaced by B − A², and the offset is 0.24%, or about 3 MPa. With static loads, half the sum of the relative changes at +X and −X isolates the even part in the same way.

Temperature acts through s. With Ξ_u, K and the stiffnesses held fixed, the linear transfer term varies as 1/T and the quadratic one as 1/T². Going from 300 to 400 K lowers the magnitude of A_L from 0.80 to 0.60 per GPa, and B_L from 1.12 to 0.63 per GPa². A quadratic correction calibrated at room temperature would be about 1.8 times as large as the hot device needs.

Of the assumptions tested here, the weakest is that the mobility of each valley stays fixed. Phonons also scatter electrons between valleys on different axes, a process called f scattering, and its rate depends on the splitting. The rate into a valley grows with the kinetic energy available there, because the density of final states does. Under a small tension, an electron in a z valley finds four final valleys lowered by Δ. An electron in an x or y valley finds two raised by Δ and two unchanged. To first order the z valleys therefore gain twice as much scattering rate as the others lose. As all relaxation times are equal without stress, the mean times change to τ − 2θ for the z valleys and τ + θ for the others, with θ positive in tension. At w = 1/3 the mobility along the stress changes by

(e/3)(−2θ/m_l + 2θ/m_t) = (2eθ/3)(1/m_t − 1/m_l) > 0,

and the mobility across it by

(e/3)[−2θ/m_t + θ/m_l + θ/m_t] = −(eθ/3)(1/m_t − 1/m_l) < 0.

Both have the sign of the valley-transfer effect, so f scattering strengthens the linear response in both directions.

To size the effect at second order, relaxation times were computed from acoustic phonons and from phonons that carry electrons between valleys on the same axis and on different axes. The coupling for f scattering is not well fixed, so two round values were taken, 2 × 10⁸ and 4 × 10⁸ eV/cm, each applied to both of two f phonons of 47 and 59 meV. The phonon-limited mobilities are then 1786 and 1302 cm²/Vs. At ±100 MPa the even part of the longitudinal change rises from 1.12% with fixed mobilities to 1.34% and 1.71%, an increase of 19% and 53%. The odd part grows in magnitude from 8.1% to 9.1% and 10.7%. Across the stress the even part goes from −0.07% to −0.08% and −0.26%. There the fixed-mobility value is the small remainder of two opposing parts, and another contribution of modest size can exceed it. Even its sign depends on the phonons chosen: with a single f phonon of 59 meV and 4 × 10⁸ eV/cm it is +0.08%. The transverse coefficient B_T should therefore not be used as a prediction for a real resistor. With f scattering the even part is also no longer proportional to X², because the rates have sharp thresholds for phonon emission. For the strong coupling the longitudinal even part divided by X² is 1.98, 1.83, 1.71 and 1.66 per GPa² at 5, 25, 100 and 200 MPa. The figures above are thus effective values at 100 MPa.

The relation between slope and curvature is more robust than the curvature itself. The ratio of the even part to the square of the odd part along the stress is 1.71 with fixed mobilities, and 1.62 and 1.48 with weak and strong f scattering. These are values at 100 MPa. The ratio falls by at most 13% in these two cases, while the even part rises by up to 53%. The direction of the change is not fixed: with the single 59 meV phonon the ratio is 1.78 at 100 MPa and 1.96 at 5 MPa. A measured slope combined with this ratio is thus a better guide to B_L than the formula with an assumed Ξ_u, provided that f scattering of this kind is the main effect left out.

The other corrections that were sized are smaller for this bar. If the relaxation time along the valley axis is 20% longer than across it, K falls to 4.04 and B_L to 1.00 per GPa², a reduction of 11%. Fermi statistics lower the longitudinal even part by less than 0.001 percentage points at this doping. About 1.7% of the donors are neutral in a simple model of the donor levels, and the effect of stress on that fraction is equally small. Nonlinear elasticity with rough third-order constants raises the even part from 1.122% to between 1.127% and 1.132%, depending on which measure of strain the valley shift is taken to be linear in, a change comparable with the shape terms. Effects not sized include the change of the valley masses with strain, any shift of the valleys at second order in strain, and scattering by ionised donors, which already lowers the mobility somewhat at this doping.

In lightly doped n-type silicon at room temperature the measured longitudinal coefficient along a cubic axis is roughly −1.0 per GPa, and the transverse one roughly +0.5 per GPa. The model gives −0.80 and +0.40, about a fifth too small in magnitude. Stress-dependent f scattering moves the slope in the right direction, to −0.90 with the weak coupling and −1.06 with the strong one, and it reaches −1.0 at about 3.2 × 10⁸ eV/cm. Raising Ξ_u from 9.0 to about 11.2 eV would also give −1.0, so the comparison alone does not decide between them. With a slope of −1.0 per GPa, the ratios above suggest an effective B_L near 100 MPa of roughly 1.5 to 1.8 per GPa², which is an estimate from the model and not a measurement. The doping of the example is that of a lightly doped test resistor. If such a resistor is isolated by a p-n junction, a depletion layer takes up part of its 2 µm thickness: without applied bias roughly 0.3 µm against heavily doped p material and about 0.1 µm against 10¹⁵ acceptors per cm³, and more under reverse bias. The resistance is then higher than the value given here and depends on the bias. At much heavier doping, Fermi statistics can no longer be set aside, and impurity scattering becomes stronger. In p-type silicon the current is carried by holes in the valence band, and the valley-transfer formulas do not apply. The numerical output lists the values for each case.

Numbers as computed

```
temperature 300 K, kT = 25.852 meV
masses: ml = 0.92 m0, mt = 0.19 m0; K = 4.842, a = 0.3596
Xi_u = 9.0 eV, C11 = 166 GPa, C12 = 64 GPa
S11 = 0.007670 1/GPa, S12 = -0.002134 1/GPa
donors 1.0e+16 cm^-3, relaxation time 0.18 ps
bar 100 x 10 x 2 um
unstressed mobility 1226 cm2/Vs
unstressed resistivity 0.5093 ohm cm
unstressed resistance 25.464 kohm
s = 3.4131 1/GPa; stress X = 100 MPa
valley splitting at +X 8.824 meV, delta = 0.3413
z-pair share at +100 MPa: full 0.26222, second order 0.26180
z-pair share at -100 MPa: full 0.41294, second order 0.41349
A along -0.8029, across 0.4049 1/GPa
B along 1.1225, across -0.06709 1/GPa^2
k-space B along 1.1225, across -0.06709 1/GPa^2
B along: population part 0.4655, inversion part 0.6695 1/GPa^2
B along: geometry part -0.01249 1/GPa^2
B across: population part -0.23273, inversion part 0.16738 1/GPa^2
B across: geometry part -0.00174 1/GPa^2
(1+4a)/(4a) = 1.6952
stress where quadratic is 10% of linear, along: 71.5 MPa
along: linear term at +X -8.0291 %, quadratic 1.1225 %
  R at +100 MPa: full 23.6863, first order 23.4198, second order 23.7056 kohm
  R at -100 MPa: full 27.8139, first order 27.5089, second order 27.7947 kohm
across: linear term at +X 4.0485 %, quadratic -0.0671 %
  R at +100 MPa: full 26.4688, first order 26.4953, second order 26.4782 kohm
  R at -100 MPa: full 24.4264, first order 24.4334, second order 24.4163 kohm
Odd and even parts of R/R0-1 at 100 MPa, in %:
  model: odd along, even along, odd across, even across
  fixed valley mobilities: -8.1047, 1.1221, 4.0103, -0.0658
  f scattering, weak: -9.0892, 1.3398, 4.4774, -0.0824
  f scattering, strong: -10.7442, 1.7125, 5.2602, -0.2646
  Fermi statistics: -8.1036, 1.1218, 4.0098, -0.0658
  donor freeze-out: -8.1047, 1.1220, 4.0103, -0.0660
  nonlinear elasticity: -8.1067, 1.1294, 4.0105, -0.0693
f couplings: weak 2e8, strong 4e8 eV/cm
phonon-limited mobility: weak f 1786, strong f 1302 cm2/Vs
neutral donors without stress 1.66 %
tau_l/tau_t = 1.2 (K = 4.035): B along 1.0012, across -0.07325 1/GPa^2
at 400 K: A along -0.5983 1/GPa, B along 0.6291 1/GPa^2
```
